# Why strong point traps fix the island density between two temperatures

Anyone calculating the early growth of a film on a defective surface must decide what sets the number of islands. One choice is to fix the island density at the density of point traps. The other is to calculate it from adatom diffusion, which makes it depend on temperature and flux. The first choice is sound on a temperature plateau and wrong on either side of it.

A simple explanation of the plateau is that every trap nucleates one island while the surface, left to itself, would nucleate fewer. That explanation is incomplete. A trap gains an island only when a second adatom arrives while a first is held there. A plateau therefore needs enough deposited atoms per trap, an intrinsic density well below the trap density, and sufficiently strong holding. The model below shows what "enough" and "sufficiently" mean.

## The model

All densities are numbers per adsorption site. The flux \(F\) is in monolayers per second (ML/s), and the dose is \(\theta=Ft\). Free adatoms have density \(n_1\) and diffusion coefficient \(D\), in sites per second. There are \(n_t\) traps, of which a density \(p\) hold one adatom and \(N_t\) carry an island. Islands away from traps have density \(N_f\), and the total is \(n_x=N_t+N_f\).

An island has two or more atoms. Islands neither move nor dissociate, atoms do not desorb, and islands do not merge. Direct impact on islands is neglected, which requires a small dose. One capture number \(\sigma\) serves every encounter: this is a mean-field simplification.

Two free adatoms approach each other with diffusion coefficient \(2D\), and the density of pairs is \(n_1^2/2\). The factors cancel, so dimers form at the rate \(\sigma D n_1^2\). An empty trap captures at the rate \(\sigma Dn_1\). If escape alone balances this capture, equilibrium requires

\[
\frac{p}{n_t-p-N_t}=Kn_1,\qquad K=e^{E_t/kT},
\]

where \(E_t\) is the extra binding at the trap and equal site prefactors are assumed. The escape rate of a trapped adatom must then be \(\sigma D/K\). The balances are

\[
\begin{aligned}
\dot p&=\sigma Dn_1(n_t-p-N_t)-\frac{\sigma D}{K}p-\sigma Dn_1p,\\
\dot N_t&=\sigma Dn_1p,\qquad \dot N_f=\sigma Dn_1^2,\\
\dot n_1&=F-2\sigma Dn_1^2-\sigma Dn_1(n_t+N_f)+\frac{\sigma D}{K}p .
\end{aligned}
\]

In the last line the three kinds of trap, empty, singly occupied and island-bearing, add up to \(n_t\) as sinks. The factor 2 counts the two adatoms used by a free dimer.

Let \(a=\sigma D/F\), and measure the dose by \(\tau=\theta/n_t\), with final value \(m\). With \(y=an_tn_1\), \(q=p/n_t\), \(x=N_t/n_t\) and \(h=N_f/n_t\), division by \(F\) gives

\[
\begin{aligned}
q'&=y(1-q-x)-cq-yq,\\
x'&=yq,\qquad h'=y^2/b,\\
y'&=b\,[1-y(1+h)+cq]-2y^2,
\end{aligned}
\]

where a prime means \(d/d\tau\), and

\[
b=an_t^2,\qquad c=\frac{an_t}{K}=\frac{\sigma D/K}{F/n_t}.
\]

Three numbers control the result. The first, \(m\), is the number of deposited atoms per trap. The second, \(b\), compares the capture rate of an adatom by traps, \(\sigma Dn_t\), with the arrival rate per trap, \(F/n_t\). The third, \(c\), compares escape from a trap with that same arrival rate.

## The density without traps

Without traps, an adatom soon finds an island once islands are established. The balance of flux and capture is \(F=\sigma Dn_1n_x\), so \(n_1=1/(an_x)\). Dividing the nucleation rate by \(F\) gives

\[
\frac{dn_x}{d\theta}=an_1^2=\frac{1}{an_x^2}.
\]

Hence \(n_x^2\,dn_x=d\theta/a\), and integration from zero gives the intrinsic density

\[
n_h^3=\frac{3\theta}{a}=\frac{3F\theta}{\sigma D}.
\]

This needs \(\theta\gg n_h\), so that nucleation itself uses little of the dose. With \(D\propto e^{-E_m/kT}\), where \(E_m\) is the migration energy, \(n_h\propto e^{E_m/3kT}\) at fixed flux and dose. Heating lets adatoms reach existing islands sooner, so fewer meet each other.

## Strong traps: the densities do not add

Let escape be negligible, \(c=0\). Every trap is then a sink from the start, whether or not it already carries an island. If adatom storage and the atoms used in free nucleation are small parts of the dose, the adatom balance reduces to \(y=1/(1+h)\). Therefore

\[
h'=\frac{1}{b(1+h)^2},\qquad (1+h)^3=1+\frac{3m}{b}.
\]

The last term is \(3m/b=3\theta/(an_t^3)=(n_h/n_t)^3\). When all traps have filled, \(n_x=n_t(1+h)\), so

\[
n_x^3=n_t^3+n_h^3 .
\]

The traps do more than contribute their own islands. They lower the adatom density and so suppress nucleation elsewhere. For \(n_h\ll n_t\), expansion gives

\[
\frac{n_x}{n_t}\simeq1+\frac13\left(\frac{n_h}{n_t}\right)^3=1+\frac mb .
\]

An intrinsic density half as large as the trap density adds only about 4 per cent, which is why the plateau is flat well before \(n_h\) becomes tiny.

The cubic law was tested against integration of the full balances at \(m=2000\), for \((n_h/n_t)^3\) from 0.1 to 100. The largest relative difference was 0.24 per cent.

Filling the traps takes a definite dose. Deep in the plateau \(h\simeq0\) and \(y\simeq1\). The fraction of empty traps, \(e\), obeys \(e'=-e\), so \(e=e^{-\tau}\). Then \(q'=e-q\), or \((qe^\tau)'=1\), which gives \(q=\tau e^{-\tau}\). What remains is the fraction with islands:

\[
x=1-(1+m)e^{-m}.
\]

These are Poisson probabilities for zero and one captured atom. The statement that every trap nucleates an island therefore means \(m\gg1\). At \(m=1\) about 74 per cent of the traps still lack one, however strong they are.

## When trapped atoms escape

Now let escape be fast, \(c\gg1\), with free nucleation negligible. A trapped adatom leaves and is replaced many times. To leading order the trap balance is \(cq=y(1-x)\). Adatoms are finally removed by islands, so \(yx=1\). Substitution gives

\[
x'=yq=\frac{y^2(1-x)}c=\frac{1-x}{cx^2}.
\]

Since \(x^2/(1-x)=-x-1+1/(1-x)\), integration yields

\[
m=cG(x),\qquad G(x)=-\ln(1-x)-x-\frac{x^2}{2}.
\]

The filled fraction is set by \(m/c\). The condition for filling is \(c\ll m\), not \(c\ll1\). A trap may lose its first atom several times and still nucleate later, because the escaped atom stays on the surface and can be trapped again.

At \(m=1000\), for \(m/c=0.1\), 1 and 3, this law gives \(x\) within 0.09 per cent of the full balances. At ten atoms per trap a correction is needed. Rearranging the trap balance without approximation gives

\[
q(c+2y)=y(1-x)-q'.
\]

Inserting the trap balance in the steady adatom balance gives

\[
1=yx+2x'+q'.
\]

The term \(2x'\) counts the two atoms in each new island. For fixed \(x\), \(x'\) is of order \(1/c\), while \(q'\) is of order \(1/c^2\) and can be dropped. Thus

\[
y\simeq\frac{1-2x'}x,\qquad
x'\simeq\frac{y^2(1-x)}c\left(1-\frac{2y}{c}\right).
\]

Inverting the second relation and using \(1/y^2\simeq x^2(1+4x')\),

\[
\frac{d\tau}{dx}\simeq\frac{cx^2}{1-x}(1+4x')+\frac{2x}{1-x}
=\frac{cx^2}{1-x}+4+\frac{2x}{1-x}.
\]

The 4 follows from the leading expression for \(x'\). Since \(\int_0^x 2s\,ds/(1-s)=-2x-2\ln(1-x)\),

\[
m\simeq cG(x)+2x-2\ln(1-x).
\]

The expansion fails at the very start, where \(x\) is small and \(y\) is large. There \(q\simeq\tau\), \(y\simeq c\tau\) and \(x\simeq c\tau^3/3\). The steady balance \(yx\sim1\) is reached at \(\tau\sim c^{-1/2}\), so this stage affects the dose less than the terms retained.

For \(m=c=1000\), the leading law misses the dose by 6.27 atoms per trap. The correction supplies 6.39, leaving about 0.13. The numerical output also lists a cruder "next order" correction, \(3x-\ln(1-x)\). It uses the occupancy \(q=y(1-x)/(c+y)\), which ignores the loss of singly occupied traps by nucleation, and it leaves 1.27.

## Beyond the hot edge

When few traps are filled, \(p\simeq Kn_1n_t\). Nucleation on traps and on free sites then adds as a rate:

\[
\frac{dn_x}{d\theta}=an_1(n_1+p)=an_1^2(1+Kn_t).
\]

With \(n_1=1/(an_x)\), the earlier integration gives

\[
n_x\simeq n_h(1+Kn_t)^{1/3}.
\]

For \(Kn_t\gg1\) the density varies as \(e^{(E_m+E_t)/3kT}\). Traps still dominate nucleation here, but they no longer fix the density. The fall above the plateau is therefore steeper in an Arrhenius plot than that of the intrinsic density.

## A simulation of the cause

The balances assume a capture number and ignore the positions of traps. A lattice simulation needs neither simplification. It used 160 × 160 sites, 128 randomly placed traps and a dose of 0.05 ML, which gives ten atoms per trap. Islands occupied one site each.

At a ratio of hop rate to flux of \(3.2\times10^7\), three cases, one run each, differed in the traps and in the random numbers:

- Without traps, the island count was 0.422 of the trap number.
- With traps that never released an atom, it was 1.031, and 99.2 per cent of traps carried islands.
- With weak traps, \(K=500\), it was 0.570.

The intrinsic density was below the trap density in all three. That condition alone did not bring the island count up to the trap number. For the weak traps \(Kn_t=500\times0.005=2.5\), and the last formula gives \(0.422\times3.5^{1/3}=0.64\). It ignores the depletion of unfilled traps, and it lies somewhat above the simulated value.

At the slower ratio \(3.5\times10^5\), averages of three runs gave 1.560 without traps and 1.768 with strong traps. The cubic law predicts \((1+1.560^3)^{1/3}=1.686\), which is 5 per cent below this average; single runs scatter by about 0.04, so the gap is known only as several per cent. Simple addition would give 2.56. These are small samples, but they separate the two rules clearly.

## A plateau in kelvin

Consider rough, round parameters for slow evaporation onto a surface with strong point traps. Let \(E_m=0.20\) eV, \(E_t=0.70\) eV, attempt rate \(\nu=10^{13}\) s\(^{-1}\), \(F=0.01\) ML/s and \(\theta=0.02\) ML. The trap density is 0.002 per site. With a site spacing of 0.30 nm this is \(2.22\times10^{12}\) cm\(^{-2}\), and \(m=0.02/0.002=10\).

On a square lattice \(D\) is one quarter of the total hop rate. With \(\sigma=4\), therefore,

\[
a=\frac{\nu}{F}e^{-E_m/kT},\qquad
c=\frac{\nu n_t}{F}e^{-(E_m+E_t)/kT}.
\]

Integration of the full balances gives the following densities, in \(10^{12}\) cm\(^{-2}\).

| \(T\) (K) | With traps | Without traps |
|---:|---:|---:|
| 110 | 4.34 | 3.80 |
| 150 | 2.25 | 0.725 |
| 200 | 2.22 | 0.206 |
| 300 | 2.22 | 0.057 |
| 400 | 1.86 | 0.030 |
| 500 | 0.52 | 0.020 |

Between 150 and 300 K the intrinsic density falls by a factor of about 13, while the density with traps changes by little more than 1 per cent. At 300 K, \(m/b=5.7\times10^{-6}\) and \(c=1.5\times10^{-3}\), so free nucleation and escape are both negligible. The remaining deficit, 0.05 per cent, is the Poisson fraction \(11e^{-10}\) of traps without islands.

At 110 K the condition \(\theta\gg n_h\) is poorly met. The cubic rule, applied to the trap density and the tabulated island density without traps, gives \(1.82n_t\), whereas the full balances give \(1.95n_t\).

Define the cold edge by \(n_x=1.1n_t\). Then \(3\theta/(an_t^3)=1.1^3-1=0.331\), so \(a=2.27\times10^7\), and

\[
T_{\rm cold}=\frac{E_m}{k\ln[\nu/(Fa)]}=132\ \text{K}.
\]

The full balances agree to within 1 K.

Define the hot edge by \(n_x=0.9n_t\), where \(G(0.9)=0.998\). The leading law gives \(c=10/0.998=10.0\). The corrected one gives

\[
c=\frac{10-1.80-4.61}{0.998}=3.6 .
\]

Using \(T_{\rm hot}=(E_m+E_t)/\{k\ln[\nu n_t/(Fc)]\}\), these values correspond to 401 K and 386 K. The full balances give 391 K. An expansion in \(1/c\) cannot be expected to do much better at such a modest \(c\). The "formula" value in the numerical output, also 391 K, comes from the cruder correction. Its closer agreement here is a cancellation of errors, as the comparison at \(m=1000\) shows.

The plateau thus runs from about 130 to 390 K in this model. Its height contains \(n_t\) but neither energy. The cold edge carries information on \(E_m\), and the hot edge on \(E_m+E_t\), as long as escape from the trap is the first loss to set in on heating. Fitting a trap energy to data from the middle of the plateau would be fitting a quantity to which the density is insensitive.

## What a real surface changes

The flux describes slow evaporation, and a trap density of order \(10^{12}\) cm\(^{-2}\) is plausible for a defective oxide surface. The energies are rough model inputs, not measured properties of a particular material. At fixed prefactors and fixed edge values of \(a\) and \(c\), each edge is proportional to its energy. A change of 0.1 eV in \(E_t\) moves the hot edge by \(391\times0.1/0.9\simeq43\) K. A real surface may have traps of several strengths, which would broaden this edge. A change of 0.05 eV in \(E_m\) moves the cold edge by about 33 K and the hot edge by about 22 K.

The capture number matters less. Doubling it lowers the cold edge by 5 K and the hot edge by 10 K, with everything else fixed.

Merging is the largest correction to the count among those sized here for the plateau. If equal flat islands of radius \(R\) cover a fraction \(\theta=n_x\pi R^2\), each has on average \(n_x\pi(2R)^2=4\theta\) overlapping neighbours. Each pair is shared, so about \(2\theta=4\) per cent of islands are lost. A test with randomly placed equal discs gave 3.9 per cent. Islands on neighbouring traps share the supply of adatoms and tend to be smaller, so unequal sizes lower the loss: with areas proportional to capture zones it is about 2.4 per cent. Counting compact ten-atom islands as merged when they touch on the lattice raises the equal-size figure to about 5 per cent. The loss is thus a few per cent. More dose fills traps better but also merges more islands, so \(\theta\gg n_t\) and \(\theta\ll1\) must hold together.

Desorption was sized with an adsorption energy of 0.60 eV. At the hot edge its rate is 0.35 per cent of the capture rate by a full set of traps. At 500 K, with fewer islands, the ratio is

\[
\frac{e^{-0.40\,\text{eV}/kT}}{0.002\times0.236}\simeq0.2,
\]

so the last row of the table is less reliable than the plateau. Without traps the islands are far sparser and desorption matters sooner: including it lowers the trap-free entry from 0.030 to 0.020 at 400 K and from 0.020 to below 0.001 at 500 K.

With an assumed dimer bond of 1.20 eV, a trapped dimer at the hot edge breaks up at about \(2\times10^{-6}\) of the rate at which the next atom arrives. With an assumed migration barrier of 0.40 eV, a free dimer at the cold edge would reach a trap site at a similarly small fraction of the rate at which atoms arrive per trap. If a trap binds a dimer as strongly as it binds an adatom, the dimer can also leave whole, over \(0.40+0.70=1.10\) eV. At the hot edge this happens at about 1.3 per cent of the rate at which atoms arrive per trap. At 500 K it is faster than arrival, which is another reason to distrust the last row of the table. Dimer motion over 0.40 eV also lowers the trap-free entries, by about 7 per cent at 300 K and 30 per cent at 400 K. With desorption, breakup and dimer motion all added to the balances, the hot edge stays at 391 K and the 500 K entry with traps falls from 0.52 to 0.38. For stronger traps these losses take over: at \(E_t=1.3\) and 1.6 eV the hot edge lies near 590 K, not at the 652 and 782 K that proportionality to \(E_m+E_t\) would give, and it then says little about \(E_t\). Stronger traps, weaker bonds or lower barriers would therefore require further balances. So would energetic deposition that creates defects: \(n_t\) would then depend on dose, and the density need not be flat.

For a growth calculation the choice can now be made from three numbers. Fixing the island density at \(n_t\) is justified when \(m\gg1\), \(m/b\ll1\) and \(c\ll m\), provided that few adatoms desorb or reach surface steps before capture, and that islands are stable, stay in place and have not merged. If the second condition fails, free nucleation must be included. If the third fails, trap energy and temperature matter again, even though the intrinsic density is far below the trap density.

## Calculated quantities

```
Attempt rate 1.0e+13 1/s; flux 0.01 ML/s; dose 0.02 ML
Migration 0.20 eV; trap binding 0.70 eV
Adsorption 0.60 eV; dimer bond 1.20 eV
Free dimer migration barrier 0.40 eV
Site spacing 0.30 nm; capture number 4.0
Trap density 0.0020 per site = 2.222e+12 1/cm2
Atoms per trap m = 10.0
Poisson unfilled trap fraction 4.99e-04
T (K); islands with traps, without traps (1/cm2); ratio to traps
 110; 4.342e+12, 3.803e+12; 1.9541
 125; 2.696e+12, 1.892e+12; 1.2130
 150; 2.250e+12, 7.248e+11; 1.0123
 200; 2.222e+12, 2.057e+11; 0.9998
 300; 2.221e+12, 5.714e+10; 0.9995
 350; 2.216e+12, 3.958e+10; 0.9974
 400; 1.861e+12, 3.004e+10; 0.8373
 450; 1.014e+12, 2.424e+10; 0.4561
 500; 5.248e+11, 2.041e+10; 0.2362
At 300 K: b = 1.747e+06, c = 1.519e-03, m/b = 5.73e-06
Cold edge (1.1 nt): full 131.5 K, formula 131.8 K
Hot edge (0.9 nt): full 391.0 K, formula 391.0 K
Capture number doubled: edges shift -5.0 K, -9.9 K
Hot edge: desorption/capture rate 3.49e-03
Hot edge: dimer breakup/next arrival rate 1.79e-06
Cold edge: dimer motion/growth rate 1.85e-06
Random flat islands lost by merging 0.0386; estimate 0.0400
Largest relative error, cubic law 2.40e-03
Relative error, homogeneous law 1.88e-03
Largest absolute error, Poisson filling 4.68e-09
Largest relative error, escape law 8.60e-04
Dose miss at m=1000, atoms per trap: leading 6.266, next order 1.270
Lattice simulation: 160 x 160 sites, 128 traps, dose 0.05 ML
Hop rate/flux: fast 3.2e+07, slow 3.5e+05; weak K 500
Fast, islands per trap number: no traps 0.422
Fast, strong traps 1.031; traps filled 0.992
Fast, weak traps 0.570
Slow: no traps 1.560, strong traps 1.768, cubic law 1.686
```
